# Nuclear-size shifts of P levels from the Dirac and Pauli equations, part 1

(Sections cited here and not found follow in the second part.)

## The 2P level around a uniformly charged sphere

Take one electron bound to an infinitely heavy, spinless nucleus of charge $Z$ spread uniformly through a sphere of radius $R$. Hartree atomic units are used, so $\hbar=m_e=e=1$ and $c=1/\alpha$. Inside the sphere the electron feels $V=-\frac{Z}{2R}\left(3-\frac{r^2}{R^2}\right)$, and outside it feels $-Z/r$. The difference from the point nucleus, $\delta V=V+Z/r$, vanishes for $r>R$. Two of its radial integrals are needed:

$$\int_0^R\delta V\,r^2dr=ZR^2\left(\tfrac12-\tfrac12+\tfrac1{10}\right)=\frac{ZR^2}{10},\qquad \int_0^R\delta V\,r^4dr=ZR^4\left(\tfrac14-\tfrac3{10}+\tfrac1{14}\right)=\frac{3ZR^4}{140}.$$

The three terms in each bracket come from $Z/r$, $-3Z/2R$ and $+Zr^2/2R^3$. The uniform sphere has $\langle r^2\rangle=3R^2/5$ and $\langle r^4\rangle=3R^4/7$, so the integrals equal $Z\langle r^2\rangle/6$ and $Z\langle r^4\rangle/20$.

The Schrödinger 2P radial function is $\mathcal R_{21}=s_2\,r\,e^{-Zr/2}$ with $s_2^2=Z^5/24$, fixed by $\int_0^\infty r^4e^{-Zr}dr=24/Z^5$. Across the nucleus it is $s_2r$, up to a relative $O(ZR)$, and first-order perturbation theory gives $s_2^2\,Z\langle r^4\rangle/20=Z^6\langle r^4\rangle/480$. There is no term in $\langle r^2\rangle$, because the density vanishes at the origin.

A Dirac electron has a second, lower spinor $\chi$ beside the upper spinor $\varphi$. The stationary Dirac equation, with the rest energy removed from $E$, is

$$(E-V)\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad (2c^2+E-V)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi. \tag{1}$$

Where $|E-V|\ll2c^2$, the second equation reads $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c$. A P function is linear in the coordinates near the origin, so its gradient is a constant, and $\chi$ can be finite where $\varphi$ vanishes.

For $j=\tfrac12$ the spin-angular function is $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\zeta/\sqrt{4\pi}$ with a constant unit spinor $\zeta$. It has $l=1$ because it is linear in $\hat{\mathbf r}$. It has $j=\tfrac12$ because $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$ and $\zeta$ has $j=\tfrac12$. It is normalized because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$. Then $\varphi=s_2\,\boldsymbol\sigma\cdot\mathbf r\,\zeta/\sqrt{4\pi}$ near the origin, and since $\sigma_i\partial_i(\sigma_jx_j)=\sigma_i\sigma_i=3$,

$$\chi(0)=-\frac{3is_2}{2c}\frac{\zeta}{\sqrt{4\pi}},\qquad 4\pi|\chi(0)|^2=\frac{9\alpha^2s_2^2}{4}=\frac{3\alpha^2Z^5}{32}.$$

This constant density feels $\delta V$ as an S electron would:

$$\Delta E(2P_{1/2})\simeq\frac{3\alpha^2Z^5}{32}\cdot\frac{Z\langle r^2\rangle}{6}=\frac{Z^6\alpha^2\langle r^2\rangle}{64}.$$

For $j=\tfrac32$, $m_j=\tfrac32$, the upper spinor is proportional to $(x+iy)|{\uparrow}\rangle$, and $\sigma_i\partial_i(x+iy)=\sigma_x+i\sigma_y$ is twice the spin-raising matrix, which annihilates $|{\uparrow}\rangle$. The same holds for every $m_j$. The operator $\boldsymbol\sigma\cdot\mathbf p$ commutes with $\mathbf J$, so $\chi$ must have $j=\tfrac32$, while a constant spinor has only $j=\tfrac12$. The constant therefore vanishes, and $2P_{3/2}$ has no shift proportional to $\langle r^2\rangle$.

This estimate has a gap. The relation $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c$ needs $Z/r\ll2c^2$, that is $r\gg Z\alpha^2/2$, and a proton is smaller than $\alpha^2/2$ bohr. The relation was used exactly where it does not hold. The estimate also shows that the absence of an $\langle r^2\rangle$ term does not remove the $2P_{3/2}$ shift altogether, because the term $Z^6\langle r^4\rangle/480$ carries the same sixth power of $Z$.

## The general statement

A Dirac particle of mass $m$ (in electron masses) is bound to a fixed, spinless, spherical nucleus with normalized charge density $\rho(r)\ge0$, vanishing beyond $R$, with moments $\langle r^p\rangle=\int\rho\,r^p\,d^3r$ and root-mean-square radius $r_N$. Recoil, radiative corrections and nuclear excitation are left out. Write $z=Z\alpha$ and assume $z\ll1$ and $ZmR\ll1$. Then

$$\Delta E(nP_{1/2})=Z^6\alpha^2m^3\langle r^2\rangle\frac{n^2-1}{6n^5}+Z^6m^5\langle r^4\rangle\frac{n^2-1}{45n^5},\qquad \Delta E(nP_{3/2})=Z^6m^5\langle r^4\rangle\frac{n^2-1}{45n^5}, \tag{2}$$

with errors, relative to the shift itself, of order $z^2\ln(1/Zmr_N)$ and $ZmR$. For a compact density $R$ and $r_N$ are comparable and $ZmR$ may be read as $Zmr_N$; for a small core with a weak, wide halo $ZmR$ is only an upper estimate, and the actual error can be much smaller.

In units $\hbar=c=1$ the hartree is $m_e\alpha^2$ and the bohr is $1/(m_e\alpha)$, so an energy in atomic units is multiplied by $m_e\alpha^2$ and a length expressed in bohr is $r\,m_e\alpha$. The first term becomes $m_e\alpha^2\cdot Z^6\alpha^2(m/m_e)^3\cdot\langle r^2\rangle m_e^2\alpha^2=(Z\alpha)^6m^3\langle r^2\rangle$ times $(n^2-1)/6n^5$. The second becomes $m_e\alpha^2\cdot Z^6(m/m_e)^5\cdot\langle r^4\rangle m_e^4\alpha^4=(Z\alpha)^6m^5\langle r^4\rangle$ times $(n^2-1)/45n^5$. Thus $P_{3/2}$ has no term $(Z\alpha)^6m^3\langle r^2\rangle$. It has a term with the same power of $Z\alpha$, whose ratio to the $\langle r^2\rangle$ term of $P_{1/2}$ is

$$\frac{6}{45}\frac{m^2\langle r^4\rangle}{\alpha^2\langle r^2\rangle}=\frac{2}{15}\,\frac{\langle r^4\rangle}{\langle r^2\rangle^2}\left(\frac{r_N}{\bar\lambda}\right)^2, \tag{3}$$

with $\bar\lambda=\alpha/m$ the reduced Compton wavelength of the bound particle in bohr.

The derivations set $m=1$. For general $m$, $2c^2$ in (1) becomes $2mc^2$. With $r=x/m$ and $E=m\epsilon$, division of (1) by $m$ returns the $m=1$ equations in $x$ and $\epsilon$, with potential $-Z/x$ outside a nucleus of size $mR$. Hence $\Delta E$ gains a factor $m$ and each $\langle r^p\rangle$ a factor $m^p$, which gives $m^3$ and $m^5$.

## Two ingredients common to both derivations

The first ingredient is the set of moments of $\delta V$. Let $q(r)=\int_0^r4\pi\rho\,t^2dt$ be the enclosed fraction of charge. Gauss's law gives $V'=Zq/r^2$, and the point potential has derivative $Z/r^2$, so

$$\delta V'=-\frac{Z(1-q)}{r^2}. \tag{4}$$

Since $\delta V'\le0$ and $\delta V(R)=0$, one has $\delta V\ge0$, that is $V\ge-Z/r$. Since $V'\ge0$ and $V(R)=-Z/R$, also $V<0$ for $r\le R$. Hence $-Z/r\le V<0$. Integrate by parts twice, for $p\ge1$:

$$\int_0^R\delta V\,r^pdr=-\int_0^R\delta V'\frac{r^{p+1}}{p+1}dr=\frac{Z}{p+1}\int_0^R(1-q)\,r^{p-1}dr=\frac{Z}{p(p+1)}\int_0^Rq'\,r^pdr=\frac{Z\langle r^p\rangle}{p(p+1)}. \tag{5}$$

The boundary terms vanish because $\delta V(R)=0$, $\delta V\,r^{p+1}\to0$ at the origin, $q(R)=1$ and $r^p\to0$. The cases $p=2,3,4$ give $Z\langle r^2\rangle/6$, $Z\langle r^3\rangle/12$ and $Z\langle r^4\rangle/20$.

The second ingredient is the slope $s_n=\mathcal R_{n1}'(0)$. With $x=2Zr/n$, the Schrödinger function is $\mathcal R_{n1}=N\,x\,e^{-x/2}L^{(3)}_{n-2}(x)$. The generalized Laguerre polynomials obey $\int_0^\infty x^{b}e^{-x}[L_k^{(b)}]^2dx=(k+b)!/k!$ and the recurrence $xL_k^{(b)}=(2k+b+1)L_k^{(b)}-(k+1)L^{(b)}_{k+1}-(k+b)L^{(b)}_{k-1}$. Orthogonality removes the last two terms, so one extra power of $x$ multiplies the norm by $2k+b+1$, which is $2n$ for $k=n-2$, $b=3$. Normalization reads

$$1=N^2\left(\frac{n}{2Z}\right)^3\int_0^\infty x^4e^{-x}[L^{(3)}_{n-2}]^2dx=N^2\left(\frac{n}{2Z}\right)^32n\,\frac{(n+1)!}{(n-2)!}.$$

At the origin $L^{(3)}_{n-2}(0)=\binom{n+1}{3}=\frac{(n+1)!}{6\,(n-2)!}$, and $(n+1)!/(n-2)!=n(n^2-1)$. Therefore

$$s_n^2=N^2\left(\frac{2Z}{n}\right)^2\left[\frac{n(n^2-1)}{6}\right]^2=\frac{32Z^5}{n^5}\,\frac{n(n^2-1)}{72\,n}=\frac49\,Z^5\,\frac{n^2-1}{n^5}. \tag{6}$$

For $n=2$ this is $Z^5/24$. The next term near the origin follows from the radial equation for $u=r\mathcal R_{n1}=s_n(r^2+u_3r^3)$. In $-\tfrac12u''+u/r^2-Zu/r=Eu$ the terms of order $r$ are $-3u_3+u_3-Z=0$, so for every $n$

$$\mathcal R_{n1}=s_nr\left(1-\tfrac12Zr+\dots\right). \tag{7}$$

## First derivation: the radial Dirac equations

### Radial equations

Insert $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ in front of $\boldsymbol\sigma\cdot\mathbf p$ and use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$:

$$\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\hat{\mathbf r}\left(-i\partial_r+\frac{i\,\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ follows $\boldsymbol\sigma\cdot\mathbf L+1=J^2-L^2+\tfrac14$, which equals $j+\tfrac12$ for $l=j-\tfrac12$ and $-(j+\tfrac12)$ for $l=j+\tfrac12$. Label the spin-angular functions by $(\boldsymbol\sigma\cdot\mathbf L+1)\Omega_\kappa=-\kappa\,\Omega_\kappa$. Then $P_{1/2}$ has $\kappa=+1$, $P_{3/2}$ has $\kappa=-2$, $S_{1/2}$ has $\kappa=-1$ and $D_{3/2}$ has $\kappa=+2$. The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ keeps $j$ and $m_j$, reverses parity and has unit square, so it maps $\Omega_\kappa$ onto $\Omega_{-\kappa}$ up to a phase, chosen as $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\pm\kappa}=-\Omega_{\mp\kappa}$. For any radial function $G$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Gr\Omega_\kappa=-i\left[\frac{G'}{r}-\frac{G}{r^2}+\frac{(\kappa+1)G}{r^2}\right]\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=\frac ir\left(G'+\frac{\kappa G}{r}\right)\Omega_{-\kappa}.$$

Set $\varphi=(G/r)\Omega_\kappa$ and $\chi=i(F/r)\Omega_{-\kappa}$. The second equation of (1) gives $(2c^2+E-V)F=c(G'+\kappa G/r)$. The same formula with $\kappa\to-\kappa$ gives $\boldsymbol\sigma\cdot\mathbf p\,\chi=i\cdot\frac ir(F'-\kappa F/r)\Omega_\kappa$, so the first equation gives $(E-V)G=-c(F'-\kappa F/r)$. With $w=(E-V)/c$,

$$G'=-\frac\kappa rG+(2c+w)F,\qquad F'=\frac\kappa rF-wG,\qquad\int_0^\infty(G^2+F^2)\,dr=1. \tag{8}$$

The lower spinor of $P_{1/2}$ is $\Omega_{-1}$, with $l=0$. That of $P_{3/2}$ is $\Omega_{+2}$, with $l=2$.

### An exact expression for the shift

Let $(G_0,F_0)$ solve (8) for the point nucleus at energy $E_0$, with $w_0=(E_0+Z/r)/c$, and let $(G,F)$ solve it for the extended nucleus at $E=E_0+\Delta E$. Differentiate $GF_0-FG_0$:

$$\begin{aligned}(GF_0-FG_0)'={}&\left[-\tfrac\kappa rGF_0+(2c+w)FF_0\right]+\left[\tfrac\kappa rGF_0-w_0GG_0\right]\\&+\left[-\tfrac\kappa rFG_0+wGG_0\right]+\left[\tfrac\kappa rFG_0-(2c+w_0)FF_0\right]=(w-w_0)(GG_0+FF_0).\end{aligned}$$

Here $w-w_0=(\Delta E-\delta V)/c$. All four functions vanish at $0$ and at $\infty$, so the integral of the left side is zero and

$$\Delta E\int_0^\infty(GG_0+FF_0)\,dr=\int_0^R\delta V\,(GG_0+FF_0)\,dr. \tag{9}$$

No expansion in $\delta V$ has been made. The task is to find both solutions for $r\le R$.

### The region outside the relativistic core

For $r\gg Z\alpha^2$ one has $w\ll2c$, and the first equation of (8) gives $F=(G'+\kappa G/r)/2c$ with relative error $w/2c\simeq Z\alpha^2/2r$. Inserting this in the second equation,

$$F'-\frac\kappa rF=\frac1{2c}\left[G''+\frac{\kappa G'}{r}-\frac{\kappa G}{r^2}-\frac{\kappa G'}{r}-\frac{\kappa^2G}{r^2}\right]=\frac1{2c}\left[G''-\frac{\kappa(\kappa+1)}{r^2}G\right]=-\frac{E-V}{c}G.$$

This is the Schrödinger equation with $l(l+1)=\kappa(\kappa+1)$, which is $2$ for both $\kappa=+1$ and $\kappa=-2$. At atomic distances $r\sim1/Z$ the neglected terms are of relative order $z^2$, so there $G=r\mathcal R_{n1}$ and the overlap on the left of (9) is $1+O(z^2)$. With (7), for $r\ll1/Z$,

$$F=\frac{s_n}{2c}\left[(2+\kappa)\,r-\tfrac12(3+\kappa)Zr^2+\dots\right]. \tag{10}$$

For $\kappa=+1$ this is $F=f_0r\,(1-\tfrac23Zr)$ with

$$f_0=\frac{3s_n}{2c},\qquad f_0^2=\frac{9\alpha^2}{4}\cdot\frac49Z^5\frac{n^2-1}{n^5}=\alpha^2Z^5\frac{n^2-1}{n^5}. \tag{11}$$

For $\kappa=-2$ the linear term is absent and $F=-\tfrac14zs_nr^2$.

### Carrying the solution into the nucleus, $\kappa=+1$

For $r\ll1/Z$ the energy $|E|\simeq Z^2/2n^2$ is small against $|V|$ outside the nucleus by a factor of order $Zr$, and inside by a factor of order $ZR$. Dropping it, write $w=z\,\eta(r)/r$ with $\eta=-rV/Z$. The bound found after (4) says $0<\eta\le1$, with $\eta=1$ for the point nucleus and for $r>R$. With $f=F/r$, the exact equations (8) for $\kappa=+1$ take the form

$$(rG)'=r^2(2c+w)f,\qquad f'=-\frac{wG}{r}. \tag{12}$$

Nothing is assumed about the size of $w/2c$. Take $f$ constant, equal to $f_0$, as a first approximation and integrate the first equation from the origin, where $rG=0$:

$$G=f_0\left[\tfrac23c\,r^2+z\,r\,h(r)\right],\qquad h(r)=\frac1{r^2}\int_0^r\eta(t)\,t\,dt\le\tfrac12. \tag{13}$$

For the point nucleus $h=\tfrac12$, so $G_0/F_0=\tfrac23cr+\tfrac12z$. The first term is $s_nr^2$ by (11), the Schrödinger function. The second term is what the relation $F=(G'+G/r)/2c$ misses. It dominates $G$ for $r<\tfrac34Z\alpha^2$, but it never exceeds $\tfrac12z$ times $F$. Outside an extended nucleus $h=\tfrac12-\langle r^2\rangle/6r^2$, by (5) with $p=2$ and $1-\eta=r\,\delta V/Z$, so $G$ contains a piece $-zf_0\langle r^2\rangle/6r$. This is the admixture of the irregular $l=1$ solution that goes with the $\langle r^2\rangle$ shift of the eigenvalue. Relative to $s_nr^2$ it is $Z\alpha^2\langle r^2\rangle/4r^3$, negligible at atomic distances, which is why both solutions join the same Schrödinger function with the same $f_0$.

Now insert (13) in the second equation of (12), using $zc=Z$:

$$\frac{f'}{f_0}=-\eta\left[\tfrac23Z+\frac{z^2h}{r}\right]. \tag{14}$$

The first term reproduces the factor $1-\tfrac23Zr$ of (10), so the constant of integration is indeed the $f_0$ of (11), and over the nucleus this term changes $f$ only by a relative $O(ZR)$. The second term, integrated from a matching radius $r_1\sim1/Z$ down to $r$, raises $f$ by at most $\tfrac12z^2\ln(r_1/r)$. For a compact nucleus with a finite central density, $\eta$ and $h$ vanish linearly at the origin and the logarithm stops growing near $r\sim R$. For the point nucleus it grows without limit, but in (9) it is weighted by $\delta V r^2\le Zr$, and $\int_0^Rr\ln(R/r)\,dr=R^2/4$ is finite. A further iteration of (12) multiplies these corrections by the same small quantities again. Thus for $r\le R$, with the size of the corrections understood as an average over the weight $\delta V\,r^2$ that enters (9),

$$F=f_0r\,(1+\varepsilon),\quad F_0=f_0r\,(1+\varepsilon_0),\qquad\varepsilon,\varepsilon_0=O(ZR)+O\!\left(z^2\ln\tfrac1{ZR}\right).$$

This closes the gap of the opening estimate. The small component is fixed outside the relativistic core and carried inward by the second Dirac equation, whose source $wG$ is weak because $G$ is small there. The ratio $Z\alpha^2/R$, which may be of order one or larger, appears in neither (13) nor (14) as an expansion parameter.

Insert in (9). The small components give $f_0^2\int\delta V\,r^2dr=f_0^2Z\langle r^2\rangle/6$. The large components give

$$f_0^2\int_0^R\delta V\,r^2\left[\tfrac49c^2r^2+\tfrac23Zr\left(h+\tfrac12\right)+\tfrac12z^2h\right]dr. \tag{15}$$

Relative to the small-component term the second piece is at most $\tfrac23ZR$ and the third at most $\tfrac14z^2$, so both fall in the stated remainder. The first piece is $s_n^2Z\langle r^4\rangle/20$. With (6) and (11),

$$\Delta E(nP_{1/2})=\frac{Z\langle r^2\rangle}{6}\,\alpha^2Z^5\frac{n^2-1}{n^5}+\frac{Z\langle r^4\rangle}{20}\cdot\frac49Z^5\frac{n^2-1}{n^5},$$

and $\tfrac1{20}\cdot\tfrac49=\tfrac1{45}$. This is the first equation of (2). Its second term means something only when the ratio (3) exceeds the remainder of the first term.

### Carrying the solution into the nucleus, $\kappa=-2$

Equations (8) now read

$$\left(\frac G{r^2}\right)'=\frac{(2c+w)F}{r^2},\qquad(r^2F)'=-w\,r^2G.$$

Take $G=s_nr^2$ and integrate the second equation from the origin:

$$F=-z\,s_nr^2k(r),\qquad k(r)=\frac1{r^4}\int_0^r\eta(t)\,t^3dt\le\tfrac14. \tag{16}$$

For the point nucleus $F_0/G_0=-z/4$, in agreement with (10). The first equation then gives $(G/r^2)'/s_n=-k\,(2Z+z^2\eta/r)$. With $k=\tfrac14$ the first term is the slope $-Z/2$ of (7), and the second raises $G/r^2$ by at most $\tfrac14z^2\ln(r_1/r)$. Both components vanish at least as fast as $r^2$, the density $(G^2+F^2)/r^2$ vanishes as $r^2$, and

$$\Delta E(nP_{3/2})=s_n^2\int_0^R\delta V\,r^4\left(1+\tfrac14z^2k\right)dr=\frac{Z\langle r^4\rangle s_n^2}{20}\left[1+O(ZR)+O\!\left(z^2\ln\tfrac1{ZR}\right)\right].$$

The small component supplies a fraction of at most $z^2/16$. At this order no term with a lower power of the radius appears, with or without a factor $\alpha^2$; the logarithm in the remainder only lowers the exponent slightly below four, as (17) will show. This is the second equation of (2).

### The logarithm, and the comparison with S levels

As $r\to0$ the terms $2c$ and $E/c$ are negligible beside $z/r$, and the point equations have power solutions $G_0=g\,r^\gamma$, $F_0=b\,r^\gamma$ with $(\gamma+\kappa)g=zb$ and $(\gamma-\kappa)b=-zg$. Their product gives $\gamma=\sqrt{\kappa^2-z^2}$. The ratios $g/b=z/(\gamma+1)\simeq z/2$ for $\kappa=+1$ and $b/g=-z/(\gamma+2)\simeq-z/4$ for $\kappa=-2$ agree with (13) and (16). In the limit $R\to0$ the equations near the nucleus contain $r$ only through $r/R$ and $r\,d/dr$, so the regular extended solution is $R^\gamma$ times a function of $r/R$, its amplitude being fixed by joining $g\,r^\gamma$ at $r\gg R$. Since $\delta V\,dr=Z\,d(r/R)$ times a function of $r/R$, (9) gives

$$\Delta E\propto R^{2\gamma},\qquad2\gamma\simeq2-z^2\ \ (P_{1/2}),\qquad2\gamma\simeq4-\tfrac12z^2\ \ (P_{3/2}). \tag{17}$$

Expanding $(ZR)^{2\gamma-2|\kappa|}$ shows that the logarithmic correction to (2) is $+z^2\ln(1/Zr_N)$ for $P_{1/2}$ and $+\tfrac12z^2\ln(1/Zr_N)$ for $P_{3/2}$, twice the growth rates found above because two wave functions enter. The constant that accompanies the logarithm depends on $n$ and on the nuclear shape and is not derived here.

For an S level the large component is $G=\mathcal R_{n0}(0)\,r$ with $\mathcal R_{n0}(0)^2=4Z^3/n^3$, and (9) gives $\tfrac23Z^4\langle r^2\rangle/n^3$. At leading order

$$\frac{\Delta E(nP_{1/2})}{\Delta E(nS_{1/2})}=z^2\,\frac{n^2-1}{4n^2}, \tag{18}$$

which is independent of the nuclear size and shape as long as the ratio (3) is negligible. It vanishes formally at $n=1$, where no P level exists, and tends to $z^2/4$ for large $n$.

## Second derivation: the two-component Hamiltonian

The radial Dirac equations have given the shifts (2) for $z\ll1$ and $ZmR\ll1$, with no restriction on $Z\alpha^2/R$. It remains to derive them from the two-component Hamiltonian, compare the assumptions of the two derivations, and test the formulas against numerical Dirac eigenvalues.
